Critical thickness of a strained contact layer from the Matthews-Blakeslee balance

**Question**

I have a strained semiconductor layer that will sit under a metal contact, and I need to know how thick it can be before misfit dislocations become favourable. The exercise gives a mismatch f = 0.0125, Poisson ratio ν = 0.28, Burgers length b = 0.384 nm and 60-degree dislocations. It asks for the Matthews-Blakeslee critical thickness and says that it should come out near 7 nm.

I have an equation of the form h = A[ln(h/b) + 1], but I don't trust my version of it. With 4π in the denominator of A I get 17 nm. With 8π but without the "+1" I get 4.3 nm. With 8π and the "+1", a root finder started at 0.1 nm returns 0.15 nm. Where do these factors come from, which root is meant, and how seriously should I take the answer for a real layer?

**Answer**

The balance compares two energies per unit length of misfit dislocation: the work done by the layer's stress when the line is laid down, and the energy of the line itself. Deriving both settles your factors.

**Assumptions and geometry**

Take a layer of thickness h, laterally much wider than h, with a free (001) surface on a very thick substrate. Both are elastically isotropic, with the same shear modulus G and Poisson ratio ν. The mismatch f is the difference of the unstrained lattice constants divided by that of the substrate. While the layer is fully strained, f is also the size of its in-plane strain, up to a relative error of order f, about 1% here. I use magnitudes of stress and strain; changing the sign of f reverses the direction in which a given dislocation is driven.

A dislocation already threads through the layer to the surface. Its arm glides on an inclined {111} plane and trails a straight misfit line along the interface. Choose

line direction: t = [1,1,0]/√2
in-plane normal to the line: p = [1,−1,0]/√2
Burgers vector: **b** = b[1,0,1]/√2
slip-plane normal: n = [1,−1,−1]/√3

Both t and **b** are perpendicular to n, so both lie in the slip plane, as glide requires. Let θ be the angle between **b** and t, and λ the angle between **b** and p. Then

cos θ = (1·1 + 0·1 + 1·0)/(√2·√2) = 1/2
cos λ = (1·1 − 0·1 + 1·0)/(√2·√2) = 1/2

Both angles are 60°, but they do different jobs. λ selects the part of **b** that relieves mismatch, and θ selects the screw part, which enters the line energy.

**Work done by the layer stress**

The in-plane stress σ is equal in the two directions, and the stress normal to the free surface is zero. With Young's modulus E = 2G(1+ν), Hooke's law gives

f = (σ − νσ)/E = σ(1−ν)/[2G(1+ν)]

σ = 2Gf(1+ν)/(1−ν)

The glide force per unit length of the arm is **b**·σ·n. The stress tensor is σ·diag(1,1,0), so

**b**·σ·n = σ(b/√2)(1/√3)(1·1 + 0·(−1)) = σb/√6

When the arm advances by unit length along t, it sweeps an area equal to the slant height of the slip plane inside the layer. The plane makes an angle φ with the interface, where cos φ = |n_z| = 1/√3 and sin φ = √(2/3). The slant height is h/sin φ = h√(3/2), and the work per unit length of new misfit line is

W = (σb/√6)·h√(3/2) = σhb/2 = σhb cos λ

The arm keeps its length and shape in steady glide, so its own energy cancels from the balance.

**Energy of the misfit line**

First take a straight dislocation in an infinite solid. Its screw part b_s = b cos θ has displacement u_z = b_s φ/(2π), where φ is now the polar angle around the line. The shear stress is Gb_s/(2πr).

For an edge part b_e along x, try the Airy stress function χ = −D y ln r. It is biharmonic because ln r is harmonic away from the core. Its second derivatives give

σ_xx = ∂²χ/∂y² = −Dy(3x²+y²)/r⁴
σ_yy = ∂²χ/∂x² = Dy(x²−y²)/r⁴
σ_xy = −∂²χ/∂x∂y = Dx(x²−y²)/r⁴

The Burgers length fixes D. In plane strain,

ε_xx = [(1−ν)σ_xx − νσ_yy]/(2G)

Integrate this along a line at constant y > 0, from x = −∞ to ∞. Both ∫yx²/r⁴ dx and ∫y³/r⁴ dx equal π/2, so σ_xx integrates to −2πD and σ_yy to zero. The displacement u_x therefore changes by −π(1−ν)D/G above the core, and by the opposite amount below it. The mismatch between the two paths must be b_e:

2π(1−ν)D/G = b_e, so D = Gb_e/[2π(1−ν)]

To get the energy, cut the solid along y = 0 from a core radius r₀ to an outer radius R and slide the faces by b_e. The shear stress on the cut is D/x at the end and grows in proportion to the slip, which gives a factor 1/2:

E_edge = (b_e/2)∫D dx/x = Gb_e²/[4π(1−ν)]·ln(R/r₀)

The same step for the screw part gives Gb_s²/(4π)·ln(R/r₀). Tractions on the inner and outer cylinders add constants but do not change the logarithm. The screw field has different stress components from the edge field, so there is no cross term. With b_e = b sin θ, the coefficient of the logarithm is

K = (Gb²/4π)[cos²θ + sin²θ/(1−ν)]
= Gb²[(1−ν)cos²θ + sin²θ]/[4π(1−ν)]
= Gb²(1 − ν cos²θ)/[4π(1−ν)]

Now put the line at depth h below a free surface. The surface changes the stress field, but h and r₀ are the only lengths left, so E/(Gb²) can depend only on h/r₀. Close to the core the infinite-solid field dominates. Shrinking r₀ to r₀′ therefore adds K ln(r₀/r₀′), with corrections that vanish for r₀ ≪ h. Hence E = K ln(h/r₀) + constant, or

E = K[ln(h/b) + c]

The number c collects the core energy and the constant from the surface. This elastic argument does not determine it. The form you were given sets c = 1, so the "+1" is a conventional choice for both contributions together.

**The balance and its solution**

Set W = E with c = 1:

[2Gf(1+ν)/(1−ν)]hb cos λ = Gb²(1 − ν cos²θ)/[4π(1−ν)]·[ln(h/b) + 1]

Cancel G, 1/(1−ν) and one factor b, then divide by 2f(1+ν)cos λ:

h = A[ln(h/b) + 1]

A = b(1 − ν cos²θ)/[8πf(1+ν)cos λ]

The 8π is the 4π of the line energy times the 2 of the layer stress. For your numbers, 1 − ν cos²θ = 1 − 0.28/4 = 0.93, and

A = (0.384 nm × 0.93)/(8π × 0.0125 × 1.28 × 0.5) = 1.776 nm

Start with h = 10 nm and put each value back into the right-hand side. The sequence is

10 → 7.57 → 7.07 → 6.95 → 6.92 → 6.91 nm

The critical thickness is **h_c = 6.9 nm, or 69 Å**. As a direct check, ln(6.909/0.384) + 1 = 3.890, and 1.776 × 3.890 = 6.91.

**Why your root finder returned 0.15 nm**

Define g(h) = h − A[ln(h/b) + 1]. Its derivative is 1 − A/h, so g has one minimum, at h = A, where

g(A) = A − A ln(A/b) − A = −A ln(A/b)

Since g is positive for very small and very large h, there are two roots when A > b. Here A/b = 4.63. The lower root follows from rewriting the equation as h = (b/e)exp(h/A), with e the base of natural logarithms. Iteration from zero leads to 0.154 nm. That is less than one Burgers length, where a continuum line energy has no meaning, so discard it. Started anywhere above the lower root, the original iteration goes to the upper root, where its right-hand side has slope A/h = 0.26. At the lower root that slope exceeds one and the iteration is repelled.

The two roots merge when A = b. Setting A = b gives the largest mismatch for which this equation has a solution:

f_max = (1 − ν cos²θ)/[8π(1+ν)cos λ] = 0.058

At that mismatch the root is h = b, so the continuum picture has failed before the limit is reached.

**What happens on either side of h_c**

The ratio of driving work to line energy is W/E = h/{A[ln(h/b) + 1]}. It is 0.55 at 3 nm, 0.79 at 5 nm, 1.01 at 7 nm, 1.32 at 10 nm and 2.27 at 20 nm. Below h_c, in the range where the continuum model applies, extending the misfit line costs more than it gains and the arm is pulled back. Above h_c the arm is driven forward and the layer can lower its energy by relaxing. The balance gives the threshold; it does not give the rate of relaxation or the final strain.

**How the answer responds to its inputs**

Keep c general and differentiate h = A[ln(h/b) + c] at fixed b:

dh = (h/A)dA + (A/h)dh + A dc

(1 − A/h)dh = h dA/A + A dc

Because A is proportional to 1/f, dA/A = −df/f. Therefore

d ln h/d ln f = −1/(1 − A/h) = −1.35
dh/dc = A/(1 − A/h) = 2.4 nm

A 1% increase in mismatch lowers h_c by about 1.3%. The response is stronger than 1/f because a thinner layer also has a smaller logarithm. For small mismatch h/A becomes large and the exponent tends slowly to −1.

The second derivative matters for large changes of c, so solve the equation again instead of extrapolating. With c = 0 the result is 4.3 nm, which is your second value. With c = 2 it is 9.2 nm. The core convention alone can thus move the answer by more than 2 nm either way.

**Where 4π belongs**

Your 17 nm answers a different question. Suppose the strained layer is buried under a thick crystalline cap that has the substrate's lattice constant. The arm must then leave two misfit lines with opposite Burgers vectors, one at each interface. Their far fields cancel. Both lines lie on the same slip plane, a distance h√(3/2) apart, so h again sets the only length besides the core radius. Shrinking both cores adds K ln(r₀/r₀′) twice, and the scaling argument now gives 2K ln(h/r₀) plus a constant. The work is still σhb cos λ.

With c = 1 for each line, A doubles to 3.55 nm, 8π becomes 4π, and h_c = 17.0 nm. This is more than twice 6.9 nm because the logarithm grows too. Halving f under a free surface also doubles A, so a layer with f = 0.00625 and no cap has the same threshold of 17.0 nm. Setting c = 1 in both cases is a convention: the free surface and the second line contribute different elastic constants to c. If the core energy is held equal instead, the capped threshold is roughly 10% lower.

**What the model leaves out**

Your parameters lie in the regime of a silicon-germanium source/drain contact layer on silicon with roughly 30% germanium. The estimates below use rough inputs for that case. Each changes one thing in the 6.9 nm calculation. The step and friction estimates also need a line energy or stress in absolute units, for which I use the cubic values while keeping the isotropic balance. They are therefore rough, and the shifts should not simply be added.

*Cubic elasticity.* Take C₁₁, C₁₂ and C₄₄ as 166, 64 and 80 GPa, roughly those of silicon, for both layer and substrate. Zero normal stress gives ε_zz = −2(C₁₂/C₁₁)f, and hence

σ = (C₁₁ + C₁₂ − 2C₁₂²/C₁₁)f = 2.26 GPa

For the line energy I use, without deriving it here, the standard integral of anisotropic elasticity:

K = (1/8π²)∫₀^{2π} **b**·[(mm) − (mn)(nn)⁻¹(nm)]·**b** dω

Here m and n are perpendicular unit vectors that rotate by ω in the plane normal to the line (this n is not the slip-plane normal), and (mn)_jk = Σ m_i C_ijkl n_l. Evaluating the integral numerically gives A = K/(σb cos λ) = 2.18 nm and h_c = 9.1 nm. The isotropic model with ν = 0.28 therefore underestimates the threshold by about a quarter relative to this cubic value. The alloy is somewhat softer than silicon. With constants interpolated linearly to 30% germanium (129, 48 and 67 GPa for pure germanium), h_c is 9.2 nm if they are used throughout and 9.9 nm if they are used only in the layer stress. The cubic threshold is therefore best read as 9 to 10 nm. The line energy at the cubic threshold equals the work there, 2.26 GPa × 9.07 nm × 0.192 nm = 3.9 × 10⁻⁹ J/m, or about 25 eV/nm.

*Surface step.* Slip displaces the surface by the normal part of **b**, b/√2 = 0.27 nm. With a rough surface energy of 1 J/m², the step costs 0.27 × 10⁻⁹ J/m. Divided by the cubic K = 2.179 nm × 2.26 GPa × 0.192 nm = 0.95 × 10⁻⁹ J/m, this changes c by 0.29. The threshold becomes 7.6 nm if a step is created and 6.2 nm if one is removed.

*Lattice friction.* The resolved shear stress is σ/√6 = 0.92 GPa, using the cubic σ. If a friction stress of 0.2 GPa, chosen for illustration, opposes glide, the driving force falls by the factor 1 − 0.2/0.922 = 0.78. Multiplying f by this factor gives 9.6 nm. The shift depends on the absolute stress assumed: the isotropic σ with G between 51 and 80 GPa gives 9.6 down to 8.4 nm, and in the fully cubic balance the same friction moves 9.1 nm to 12.5 nm.

*Growth temperature.* Suppose the layer expands more than the substrate by roughly 10⁻⁶ per kelvin and is grown 600 K above room temperature. The mismatch during growth is then 0.0125 + 0.0006 = 0.0131, and the threshold falls to 6.5 nm.

*Boron doping.* Boron contracts the lattice and so offsets part of the mismatch caused by germanium. With a rough linear contraction of 5 × 10⁻²⁴ cm³ per atom and 3 × 10²⁰ atoms/cm³, f falls by 0.0015 to 0.0110. The threshold rises to 8.2 nm. If the quoted 0.0125 already includes the dopant, this correction must not be applied again.

**Reading the result for a real contact**

The value of 6.9 nm is not a sharp process limit. Real layers can be grown thicker than the equilibrium threshold and stay strained, because dislocations must first exist and then move. The model assumes a ready-made threading arm and frictionless glide. A constant friction stress of the size chosen above, which is only an illustrative stand-in for thermally activated glide, raises the threshold from 6.9 nm to roughly 8 to 10 nm; a shortage of dislocation sources can delay relaxation further, by an amount not calculated here. If the design relies on equilibrium stability, the uncertainty in c argues for staying well below 7 nm: the c = 0 value is 4.3 nm.

For the contact, the threshold says when the layer may begin to lose its strain, and with it any effect that depends on that strain. It applies to a blanket layer. A patterned source/drain region relaxes elastically at its sides. At the centre of a long stripe five times as wide as it is thick, the driving stress across the stripe is roughly half the blanket value and the driving stress along it is roughly 0.9 of that value. Even at thirty times the thickness the stress across is about 10% low. For such shapes the blanket threshold does not carry over, and the stress must be computed for the actual geometry, including its edges. The threshold also applies to the layer with a free surface, before the metal is deposited. A bonded metal film changes the line energy and can add stress of its own, so the finished contact needs a separate estimate. Nor does the threshold give the contact resistivity, which depends on the barrier, the active doping and the interface.
